# Maxwell's Conductivity Ratio for a Solid with Insulating Spherical Pores

## The choice of a layer conductivity

A heat-flow calculation for a porous barrier layer can avoid resolving each pore by replacing the layer with a uniform solid. One must then decide what conductivity to give it. Multiplying the matrix conductivity by the solid fraction $1-p$, where $p$ is porosity, accounts for missing material but not for the longer path of heat around the pores. Maxwell's construction includes both effects:

$$
\kappa\equiv\frac{k_{\rm eff}}{k}=\frac{1-p}{1+p/2}.
$$

Here $k$ is the matrix conductivity and $k_{\rm eff}$ that of the equivalent uniform solid. At $p=0.15$ the solid fraction is 0.85, whereas this ratio is 0.791. The difference enters the predicted heat flux directly.

The formula needs a statement of its status. For well-separated spherical pores in a statistically isotropic arrangement it is correct to first order in $p$. At finite porosity it is an approximation whose error depends on the arrangement. For one special structure, the coated-sphere assembly treated below, it is exact.

## Assumptions and sign convention

Conduction is steady, without heat sources, and obeys Fourier's law $\mathbf q=-k\nabla T$ with constant $k$. The pores are spheres that do not overlap and carry no heat. They are small compared with the layer, so that an effective conductivity has a meaning. Fourier's law also requires pore sizes and gaps much larger than the mean free path of the heat carriers.

Temperature is measured from its value on the plane $z=0$. The applied field is $T=Gz=Gr\cos\theta$, with $G$ the temperature gradient. Heat therefore flows toward negative $z$ when $G>0$. The disturbance due to a sphere is written $GB\cos\theta/r^2$, which defines its dipole coefficient $B$, a quantity with the dimension of volume.

## One insulating pore

In the matrix, constant $k$ and the absence of sources give $\nabla^2T=0$. The applied field has the angular form $\cos\theta$, and a sphere preserves it, so set $T=f(r)\cos\theta$. Laplace's equation becomes

$$
f''+\frac{2}{r}f'-\frac{2}{r^2}f=0.
$$

Trying $f=r^s$ gives

$$
s(s-1)+2s-2=s^2+s-2=(s-1)(s+2)=0.
$$

The two solutions are $r$ and $r^{-2}$. Far away the gradient must be $G$, hence

$$
T=G\left(r+\frac{B}{r^2}\right)\cos\theta .
$$

No heat crosses the pore surface $r=a$, so the radial derivative vanishes there:

$$
1-\frac{2B}{a^3}=0,\qquad B=\frac{a^3}{2}.
$$

The positive sign means that the surface temperature is raised where $z>0$ and lowered where $z<0$. At the surface $T=\tfrac32Ga\cos\theta$: the temperature difference between the poles is one and a half times what it would be without the pore.

## One uniform sphere in the same matrix

Now replace the pore by a solid sphere of radius $R$ and conductivity $xk$. Inside, the $r^{-2}$ solution is excluded because it diverges at the centre, so $T=Ar\cos\theta$. Outside, the previous form holds. Continuity of temperature and of normal heat flux at $r=R$ gives

$$
A=G\left(1+\frac{B}{R^3}\right),\qquad
xA=G\left(1-\frac{2B}{R^3}\right).
$$

Let $b=B/R^3$. Inserting the first condition into the second,

$$
x(1+b)=1-2b,\qquad b(2+x)=1-x,
$$

and therefore

$$
B=R^3\frac{1-x}{2+x}.
$$

For $x=0$ this returns $R^3/2$, the insulating result. For $x=1$ it vanishes, since the sphere is then indistinguishable from its surroundings.

## Maxwell's comparison

Imagine a large sphere of radius $R$ in the matrix, containing $N$ pores of radius $a$. Its porosity is

$$
p=\frac{N(4\pi a^3/3)}{4\pi R^3/3}=\frac{Na^3}{R^3}.
$$

Suppose first that each pore responds to the applied gradient $G$ alone. Each then has the coefficient $a^3/2$. At distances much larger than $R$, the different positions of the pores affect only terms that fall off faster than the dipole field. The leading disturbance has

$$
B_{\rm pores}=N\frac{a^3}{2}=\frac{p}{2}R^3 .
$$

A distant observer can equally describe the region as a uniform sphere of conductivity $\kappa k$, with

$$
B_{\rm uniform}=R^3\frac{1-\kappa}{2+\kappa}.
$$

The effective conductivity is the one for which the two descriptions agree:

$$
\frac{1-\kappa}{2+\kappa}=\frac p2 .
$$

Multiplying out and collecting $\kappa$,

$$
2-2\kappa=2p+p\kappa,\qquad \kappa(2+p)=2(1-p),
$$

which is

$$
\kappa=\frac{1-p}{1+p/2}.
$$

For small $p$, use $(1+p/2)^{-1}=1-p/2+p^2/4-\cdots$:

$$
\kappa=1-\frac32p+\frac34p^2+O(p^3).
$$

The assumption of independent pores secures the term $-3p/2$. It does not by itself secure the term $3p^2/4$, because interaction between pores can contribute at that order. The linear formula $1-3p/2$ would vanish at $p=2/3$ while a third of the volume is still solid; this is a failure of the truncation.

The relation can also be solved for porosity. From $\kappa+\kappa p/2=1-p$,

$$
p=\frac{1-\kappa}{1+\kappa/2}.
$$

To halve the conductivity, for example, Maxwell's formula asks for $p=0.5/1.25=0.40$.

## A structure for which the ratio is exact

Surround a pore of radius $a$ by a concentric shell of matrix with outer radius $R$. The pore fraction of this coated sphere is $p=a^3/R^3$. Embed it in a medium of conductivity $\kappa k$ with uniform gradient $G$, and ask whether $\kappa$ can be chosen so that the field outside remains uniform.

The insulating condition fixes the form of the shell field:

$$
T=A\left(r+\frac{a^3}{2r^2}\right)\cos\theta .
$$

At $r=R$, temperature and normal flux must match the undisturbed outside field $Gr\cos\theta$:

$$
A\left(1+\frac p2\right)=G,\qquad A(1-p)=\kappa G .
$$

Dividing the second condition by the first gives Maxwell's ratio, with no restriction to small $p$.

The coated sphere can thus replace a sphere of the medium without altering anything outside it. The replacement can be repeated with coated spheres of many sizes, all with the same $p$, until the volume left over tends to zero. In that limit the structure consists of matrix and pores and has conductivity $\kappa k$. A wide range of sizes is essential, because equal spheres cannot fill space.

This solution also explains the two factors in the formula. The average of the dipole part of the gradient over a concentric shell is zero, since its $z$ component is proportional to $(1-3\cos^2\theta)/r^3$ and the angular average of $\cos^2\theta$ is $1/3$. The mean gradient in the solid is therefore $A$. The mean gradient assigned to the pore follows from its surface temperature $\tfrac32Aa\cos\theta$:

$$
\frac{1}{4\pi a^3/3}\oint T\cos\theta\,dS
=\frac{\tfrac32Aa\,(4\pi a^2/3)}{4\pi a^3/3}=\frac32A .
$$

The mean gradient over the coated sphere is

$$
(1-p)A+p\,\frac32A=A\left(1+\frac p2\right),
$$

while the magnitude of the mean heat flux is $k(1-p)A$. The numerator of $\kappa$ expresses the loss of conducting volume. The denominator expresses the larger share of the temperature difference that falls across the pores.

## What interaction between pores changes

Each pore also feels the fields of its neighbours. Keep their dipole fields and neglect higher multipoles for the moment. If pore $j$ experiences the gradient $\mathbf g_j$, its disturbance is $(a^3/2)\,\mathbf g_j\cdot\mathbf r/r^3$. Differentiation gives the gradient at pore $i$:

$$
\mathbf g_i=\mathbf G+\varepsilon\sum_{j\ne i}D_{ij}\mathbf g_j,\qquad
\varepsilon=\frac{a^3}{2},\qquad
D_{ij}=\frac{I-3\mathbf n\mathbf n}{r_{ij}^3},
$$

where $\mathbf n$ is the unit vector along the line joining the pores and $I$ the unit tensor. Let $S$ be the total dipole divided by its additive value, averaged over three perpendicular directions of $\mathbf G$. Iterating twice,

$$
S=1+\frac{\varepsilon}{3N}\sum_{i\ne j}\operatorname{tr}D_{ij}
+\frac{\varepsilon^2}{3N}\sum_i\left\|\sum_{j\ne i}D_{ij}\right\|^2+\cdots .
$$

The double bars denote the square root of the sum of squared tensor components. The first correction vanishes because $\operatorname{tr}(I-3\mathbf n\mathbf n)=3-3=0$. The second is a sum of squares, which arises because $D_{ij}=D_{ji}$ and each $D_{ij}$ is symmetric. It cannot be negative. At this order in the dipole model, interaction therefore increases the total dipole and lowers the conductivity, unless the sums vanish by symmetry.

For randomly placed pores the size of this term can be estimated. Since $(I-3\mathbf n\mathbf n)^2=I+3\mathbf n\mathbf n$ has trace 6, one neighbour at distance $r$ contributes $6/r^6$ to the square. With number density $n$ and no correlation except that centres stay at least $2a$ apart, the one-neighbour terms give

$$
\frac{\varepsilon^2}{3}\,n\int_{2a}^{\infty}\frac{6}{r^6}4\pi r^2\,dr
=\frac{a^6}{2}\,n\,\frac{4\pi}{3(2a)^3}
=\frac{\pi na^3}{12}=\frac p{16},
$$

where $na^3=3p/(4\pi)$ was used. A relative change of order $p$ in the dipole changes $\kappa$ by $-\tfrac32p\,(p/16)=-\tfrac{3}{32}p^2$. The second-order coefficient therefore depends on arrangement. The value $-3/32\approx-0.094$ is one contribution to it; further reflections between pores and higher multipoles also contribute. The complete two-pore solution for the same pair distribution (Jeffrey, 1973) gives a total shift of about $-0.162$, so that the coefficient of $p^2$ is about 0.588 instead of $3/4$. The dipole term is thus a little more than half of the effect.

Solving the coupled equations for finite clusters at $p=0.10$ gives $S=1.00015$ for a cubic arrangement of 437 pores and a mean of $S=1.0040$ for four random arrangements of 350 pores. The one-neighbour estimate is $1+0.10/16=1.0063$. It has the right sign and order of magnitude, but its excess over 1 is about one and a half times that found for these clusters. Terms with two different neighbours and the finite cluster boundary are both absent from the estimate; their separate effects were not resolved. Both cluster values lie within half a percent of 1, but they belong to the dipole model only. For random pores the higher multipoles are of comparable size: the complete two-pore result corresponds to a relative change of $0.108\,p$, about 1 % at $p=0.10$, which lowers $\kappa$ by a little over 0.001.

## A periodic array with all multipoles

A stricter comparison solves Laplace's equation in the unit cell of a simple cubic array of equal pores. The temperature is expanded in harmonics that satisfy the insulating condition, and the coefficients are fitted to the conditions on the cell faces. No dipole approximation is made. Lowering the highest harmonic order from 25 to 17 changes $\kappa$ by less than 0.001 at each porosity in the table. This bound is wider than the smaller differences listed, so the growth of the difference with $p$, derived below, serves as a further check.

| $p$ | Maxwell | Cubic array | Difference |
|---:|---:|---:|---:|
| 0.10 | 0.8571 | 0.8571 | 0.004 % |
| 0.20 | 0.7273 | 0.7267 | 0.08 % |
| 0.30 | 0.6087 | 0.6057 | 0.5 % |
| 0.40 | 0.5000 | 0.4901 | 2.0 % |

The difference is relative to the cubic-array value. At $p=0.001$ the quotient $(\kappa-1)/p$ is $-1.49925$, in agreement with the expansion $-\tfrac32+\tfrac34p$.

The close agreement at moderate porosity has a geometrical reason. Around a site of a cubic lattice, the dipole tensors of each shell of equivalent neighbours add to a multiple of $I$, and that multiple is zero because the trace is zero. In a large spherical sample, the central pore consequently feels no extra uniform gradient from the other dipoles, and pores far from the sample's surface feel very little.

The first remaining effect comes from field variation across a pore. Inversion symmetry about each site permits only odd multipoles, so the next after the dipole has order three. Let $d$ be the lattice spacing. A dipole of strength proportional to $a^3$ produces at a neighbour a third-order field proportional to $a^3/d^5$. The neighbour responds with a third-order multipole proportional to $a^7$ times that field, and this sends back a gradient proportional to $1/d^5$ times its strength. The relative change of gradient scales as

$$
\frac{a^3}{d^5}\,a^7\,\frac1{d^5}=\left(\frac ad\right)^{10}\propto p^{10/3}.
$$

To see its effect on $\kappa$, replace $p$ in Maxwell's formula by $p(1+\delta)$ with $\delta\propto p^{10/3}$. Since

$$
\frac{d\kappa}{dp}=\frac{-(1+p/2)-(1-p)/2}{(1+p/2)^2}
=-\frac{3/2}{(1+p/2)^2},
$$

the change is

$$
\Delta\kappa\simeq-\frac{3}{2}\,\frac{p\,\delta}{(1+p/2)^2}
\propto-\frac{p^{13/3}}{(1+p/2)^2}.
$$

Doubling $p$ from 0.20 to 0.40 should enlarge the absolute difference by $2^{13/3}(1.1/1.2)^2\approx17$. The computed differences, 0.00057 and 0.0099, have a ratio of about 17. This supports the scaling over that interval. It does not carry over to random pores, whose correction begins at order $p^2$.

## When a pore may be called insulating

An evacuated pore still transfers heat by radiation. Take black walls, small temperature differences and far-field radiation. Two wall points separated by a chord $s$ see each other at an angle to the local normal whose cosine is $s/(2a)$. The fraction of emission from one point received per unit wall area at the other is therefore

$$
\frac{[s/(2a)]^2}{\pi s^2}=\frac1{4\pi a^2},
$$

which is independent of position. A wall disturbance $\delta T=ga\cos\theta$ averages to zero over the sphere, so to first order it does not alter the radiation arriving anywhere. It does alter local emission by $4\sigma T^3\delta T$, where $T$ is now the mean absolute temperature and $\sigma$ the Stefan–Boltzmann constant. A solid filling of conductivity $k_{\rm rad}$ with internal field $gr\cos\theta$ would draw the flux $k_{\rm rad}g\cos\theta$ from the same wall. Equating the two,

$$
k_{\rm rad}=4\sigma T^3a .
$$

To find the effect on $\kappa$, put $x=k_{\rm rad}/k$ in the uniform-sphere dipole. Maxwell's comparison becomes

$$
\frac{1-\kappa}{2+\kappa}=p\,\frac{1-x}{2+x}
\simeq\frac p2\left(1-\frac32x\right)\qquad(x\ll1).
$$

The pores act as if the porosity were reduced by $\tfrac32px$. With the derivative found above,

$$
\Delta\kappa\simeq\frac{9}{4}\,\frac{px}{(1+p/2)^2}.
$$

Since $k_{\rm rad}$ grows with pore radius and with the cube of temperature, large pores in a hot, poorly conducting matrix are the first to violate the insulating assumption. Gas in the pores would add another path for heat, which is not included here.

## Worked example

Consider a model layer with these chosen parameters: $k=2.0$ W/(m K), $p=0.15$, thickness 200 µm, temperature drop 100 K, mean temperature 1200 K and pore radius 1.0 µm. The ratio is

$$
\kappa=\frac{1-0.15}{1+0.075}=\frac{0.85}{1.075}=0.7907,
$$

so that

$$
k_{\rm eff}=0.7907\times2.0=1.581\ {\rm W/(m\,K)} .
$$

Without pores the magnitude of the heat flux would be

$$
q_0=\frac{2.0\times100}{200\times10^{-6}}\ {\rm W/m^2}
=1.00\ {\rm MW/m^2}.
$$

With pores it is $0.7907\,q_0=0.791$ MW/m², a reduction of 20.9 %. A porosity of 15 % thus reduces the flux by more than 15 %, because heat must also pass around the pores. If the flux rather than the temperature drop were held fixed, the drop would rise to $100/0.7907\approx126$ K.

The choice of formula can be judged from the same case. The first-order result is $1-1.5\times0.15=0.775$, about 2 % below Maxwell's value. The cubic array gives 0.7905, which differs from Maxwell's value by 0.02 %. That small figure belongs to the cubic array and is not an error estimate for a real layer with irregular pores. Flat pores lying across the heat flow, in particular, lower the conductivity more than spheres of the same total volume.

For radiation,

$$
k_{\rm rad}=4\sigma(1200\ {\rm K})^3(1.0\times10^{-6}\ {\rm m})
=3.9\times10^{-4}\ {\rm W/(m\,K)},
$$

and $x=2.0\times10^{-4}$. The estimate for the change of ratio is

$$
\Delta\kappa\simeq\frac{9}{4}\,
\frac{0.15\times2.0\times10^{-4}}{1.075^2}\approx6\times10^{-5},
$$

in agreement with the coated-sphere calculation with a conducting core, which gives $5.7\times10^{-5}$. The far-field assumption is not secure here: at 1200 K thermal radiation has wavelengths of a few micrometres, comparable with the pore diameter. The value of $k_{\rm rad}$ is therefore a rough estimate. Even if it were ten times larger, the linear formula would change $\kappa$ by only about $6\times10^{-4}$, so neglecting radiation across these pores would remain adequate. This assumes an opaque matrix; in a solid that is partly transparent in the near infrared, as many oxides are, radiation through the layer itself is a further path that this estimate does not bound. Gas is a separate matter: with a gas conductivity of 0.05 W/(m K) inside the pores, $x=0.025$ and the same formula gives an increase of about 0.007.

The numerical output below lists the values for the single pore, the clusters, the periodic array and this layer.

## Numbers as computed

```
Single-pore dipole / radius cubed: 0.500000
Cluster porosity: 0.10
Pores in ordered cluster: 437
Ordered dipole / additive dipole: 1.000146
Pores in each random cluster: 350; clusters: 4
Random dipole / additive dipole: 1.003956
Lowest and highest random value: 1.003698, 1.004175
Porosity for initial slope: 0.001
Lattice initial slope: -1.49925
Porosity, Maxwell ratio, cubic-lattice ratio, difference in %
0.05  0.92683  0.92683  0.000
0.10  0.85714  0.85711  0.004
0.15  0.79070  0.79053  0.022
0.20  0.72727  0.72670  0.079
0.30  0.60870  0.60566  0.502
0.40  0.50000  0.49009  2.021
Matrix conductivity: 2.000 W/(m K)
Example porosity: 0.15
Layer thickness: 200 micrometre
Temperature drop: 100 K
Mean temperature: 1200 K
Pore radius: 1.0 micrometre
Example Maxwell ratio: 0.790698
First-order ratio: 0.775000
Effective conductivity: 1.5814 W/(m K)
Dense-layer heat flux: 1.0000 MW/m^2
Porous-layer heat flux: 0.7907 MW/m^2
Heat-flux reduction: 20.93 %
Radiative pore conductivity: 3.9194e-04 W/(m K)
Radiative pore / matrix conductivity: 1.9597e-04
Ratio with pore radiation: 0.790755
Increase of ratio by radiation: 5.723e-05
```
